# Mobility Error in Threshold Drift Read at Constant Gate Voltage: a program that tests the result

```python
# Result under test: errors of threshold drift read from linear drain current
# at fixed gate voltage when threshold and mobility both change.
# For a p-channel transistor all voltages and shifts are magnitudes.
# w0: pre-stress mean overdrive; w1=w0-delta; delta: true threshold shift.
# c: added Coulomb scattering / original low-field scattering.
# Theta: mobility attenuation theta plus gain G times series resistance R.
# Horizontal-mapping error: c*w1/(1+c).
# Current-scaling error: w1*(c-Theta*delta)/(1+c+Theta*w1).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import lambertw

# Rough, chosen parameters of a silicon p-channel transistor.
TEMP = 400.0                 # K
T_ELECTRICAL = 2.4           # nm
T_PHYSICAL = 2.0             # nm
WIDTH, LENGTH = 1.0, 0.1     # um
MU0 = 80.0                   # cm2/Vs
THETA = 0.30                 # 1/V
R_SERIES = 200.0             # ohm, source plus drain
VT0, VD, VG = 0.35, 0.05, 1.20
BODY = 1.20
DELTA = 0.050                # V
INTERFACE_PART = 0.50
SCATTER_AREA = 1.0e-13       # cm2, c per interface charge density
VSAT = 8.0e6                 # cm/s

e = const.e
eps_ox = 3.9 * const.epsilon_0 / 100.0             # F/cm
cap = eps_ox / (T_ELECTRICAL * 1e-7)               # F/cm2
gain = MU0 * cap * WIDTH / LENGTH                  # A/V2
phi_t = const.k * TEMP / e
n_phi = BODY * phi_t
n_total = cap * DELTA / e
n_interface = INTERFACE_PART * n_total
c_true = SCATTER_AREA * n_interface
kappa = c_true / DELTA
theta_total = THETA + gain * R_SERIES
nodes, weights = np.polynomial.legendre.leggauss(24)


def overdrive(vg):
    return vg - VT0 - BODY * VD / 2


def charge_voltage(x, smooth):
    """Inversion charge divided by capacitance, in volts."""
    if not smooth:
        return x
    return n_phi * lambertw(np.exp(x / n_phi)).real


def current(vg, vt, c, resistance=R_SERIES, smooth=False, saturation=False):
    """Solve channel current together with the two resistive drops."""
    def channel(i):
        span = VD - i * resistance
        potential = VD / 2 + span * nodes / 2
        q = charge_voltage(vg - vt - BODY * potential, smooth)
        extra = MU0 * span / (LENGTH * 1e-4 * VSAT) if saturation else 0.0
        return gain * span / 2 * np.sum(weights * q / (1 + c + THETA*q + extra))
    if resistance == 0:
        return channel(0.0)
    return brentq(lambda i: i - channel(i), 0.0, VD / resistance,
                  xtol=1e-20, rtol=1e-13)


def mapped_shift(vg, delta, c, **options):
    """Shift read by locating the stressed current on the fresh curve."""
    target = current(vg, VT0 + delta, c, **options)
    return brentq(lambda s: current(vg - s, VT0, 0.0, **options) / target - 1,
                  -0.05, 0.15, xtol=1e-13)


def scaled_shift(vg, delta, c, **options):
    ratio = current(vg, VT0 + delta, c, **options) / current(vg, VT0, 0, **options)
    return overdrive(vg) * (1 - ratio)


def separate(vg_low, vg_high, shift_low, shift_high, vt_error=0.0):
    slope = (shift_high - shift_low) / (vg_high - vg_low)
    w_high = overdrive(vg_high) - vt_error
    return (shift_high - slope * w_high) / (1 - slope), slope / (1 - slope)


w0 = overdrive(VG)
w1 = w0 - DELTA
i0 = current(VG, VT0, 0)
i1 = current(VG, VT0 + DELTA, c_true)

# The compact current law against the solved channel and resistances.
i_formula = gain * w1 * VD / (1 + c_true + theta_total * w1)
assert abs(i1 / i_formula - 1) < 2e-4  # charge varies slightly along channel

# Horizontal mapping for several gate voltages, with and without resistance.
read_voltages = [0.60, 0.90, 1.20]
mapped = []
for vg in read_voltages:
    expected = DELTA + (overdrive(vg) - DELTA) * c_true / (1 + c_true)
    for res in [0.0, R_SERIES]:
        found = mapped_shift(vg, DELTA, c_true, resistance=res)
        assert abs(found - expected) < 2e-5
    mapped.append(found)

# Current scaling, including its change of sign and its cancellation.
scaled = {}
for res in [0.0, R_SERIES]:
    th = THETA + gain * res
    error = w1 * (c_true - th * DELTA) / (1 + c_true + th * w1)
    scaled[res] = scaled_shift(VG, DELTA, c_true, resistance=res)
    assert abs(scaled[res] - DELTA - error) < 2e-5
assert scaled[0.0] > DELTA > scaled[R_SERIES]
r_cancel = (kappa - THETA) / gain
cancel_shift = scaled_shift(VG, DELTA, c_true, resistance=r_cancel)
assert abs(cancel_shift - DELTA) < 2e-5

# General first-order law: its relative defect must fall in proportion to c.
defects = []
for c in [c_true, c_true / 10]:
    v_equal = VG - DELTA
    fresh = current(v_equal, VT0, 0, smooth=True)
    stressed = current(VG, VT0 + DELTA, c, smooth=True)
    h = 1e-4
    gm = (current(v_equal + h, VT0, 0, smooth=True)
          - current(v_equal - h, VT0, 0, smooth=True)) / (2 * h)
    estimate = (1 - stressed / fresh) * fresh / gm
    true_error = mapped_shift(VG, DELTA, c, smooth=True) - DELTA
    defects.append(abs(estimate / true_error - 1))
assert defects[0] < 0.03 and defects[1] < defects[0] / 8

# Local exponent of apparent drift for a true power law.
true_exponent = 1 / 6
step = 0.03
d_up, d_down = DELTA * np.exp(step), DELTA * np.exp(-step)
log_slope = np.log(mapped_shift(VG, d_up, kappa * d_up)
                   / mapped_shift(VG, d_down, kappa * d_down)) / (2 * step)
apparent_exponent = true_exponent * log_slope
assert abs(apparent_exponent - true_exponent / (1 + kappa * DELTA)) < 1e-4

# Recover both changes from two readings of the solved device.
d_found, c_found = separate(0.9, 1.2, mapped[1], mapped[2])
assert abs(d_found - DELTA) < 5e-5
assert abs(c_found - c_true) < 1e-4

# Smooth charge, in strong inversion and in the weak-inversion limit.
q1 = charge_voltage(VG - VT0 - DELTA - BODY * VD / 2, True)
smooth_shifts = [mapped_shift(v, DELTA, c_true, smooth=True)
                 for v in read_voltages]
smooth_formula = q1*c_true/(1+c_true) + n_phi*np.log1p(c_true)
assert abs(smooth_shifts[2] - DELTA - smooth_formula) < 2e-5
weak_error = mapped_shift(0.10, DELTA, c_true, smooth=True) - DELTA
assert abs(weak_error - n_phi * np.log1p(c_true)) < 5e-6
d_smooth, c_smooth = separate(0.9, 1.2, smooth_shifts[1], smooth_shifts[2])

# Neglected effects for the same device.
sat_shift = mapped_shift(VG, DELTA, c_true, saturation=True)
w_low = overdrive(0.9) - DELTA
c_low = c_true * np.sqrt(w1 / w_low)       # partial screening, chosen law
screen_low = mapped_shift(0.9, DELTA, c_low)
d_screen, c_screen = separate(0.9, 1.2, screen_low, mapped[2])
q_low = charge_voltage(w_low, True)
surface_move = phi_t * np.log(q1 / q_low)
trap_change = e * n_interface / cap * surface_move / 0.55
trap_low = mapped_shift(0.9, DELTA - trap_change, c_true)
d_trap, c_trap = separate(0.9, 1.2, trap_low, mapped[2])
d_vt, _ = separate(0.9, 1.2, mapped[1], mapped[2], vt_error=0.030)
noise = 1e-6
g_low = (separate(.9, 1.2, mapped[1]+noise, mapped[2])[0] - d_found) / noise
g_high = (separate(.9, 1.2, mapped[1], mapped[2]+noise)[0] - d_found) / noise
noise_gain = np.hypot(g_low, g_high)
recovery_loss = DELTA * 0.05 * np.log10(1e-3 / 1e-6)

# Rough hole tunnelling through a tilted barrier.
depletion_density = 2.5e12                 # cm-2
field = (cap * w0 + e * depletion_density) / eps_ox  # V/cm
barrier, mass_ratio, attempt_energy = 4.5, 0.40, 0.20
def decay(x_nm):
    height = barrier - field * 1e-7 * x_nm
    return np.sqrt(2 * mass_ratio * const.m_e * height * e) / const.hbar * 1e-9
transmission = np.exp(-2 * quad(decay, 0, T_PHYSICAL)[0])
j_gate = cap * w0 * attempt_energy * e / const.h * transmission
area = WIDTH * LENGTH * 1e-8
j_one_percent = 0.01 * (i0 - i1) / area

print(f"temperature = {TEMP:.0f} K; thermal voltage = {phi_t*1e3:.2f} mV")
print(f"electrical / physical oxide = {T_ELECTRICAL:.1f} / {T_PHYSICAL:.1f} nm")
print(f"width / length = {WIDTH:.1f} / {LENGTH:.1f} um")
print(f"fresh threshold / drain voltage = {VT0:.2f} / {VD:.2f} V")
print(f"gate voltage = {VG:.2f} V; body factor = {BODY:.2f}")
print(f"low-field mobility = {MU0:.0f} cm2/Vs; theta = {THETA:.2f} 1/V")
print(f"series resistance = {R_SERIES:.0f} ohm")
print(f"capacitance = {cap*1e6:.3f} uF/cm2; gain = {gain*1e3:.3f} mA/V2")
print(f"total attenuation Theta = {theta_total:.4f} 1/V")
print(f"true threshold shift = {DELTA*1e3:.2f} mV")
print(f"total trapped charge density = {n_total:.3e} cm-2")
print(f"interface part = {INTERFACE_PART:.2f}; density = {n_interface:.3e} cm-2")
print(f"scattering coefficient = {SCATTER_AREA:.1e} cm2")
print(f"scattering increase c = {c_true:.5f}; kappa = {kappa:.4f} 1/V")
print(f"overdrive before / after = {w0:.4f} / {w1:.4f} V")
print(f"current before / after = {i0*1e6:.3f} / {i1*1e6:.3f} uA")
print(f"relative current loss = {100*(1-i1/i0):.3f} percent")
for vg, shift in zip(read_voltages, mapped):
    print(f"mapped shift at VG {vg:.2f} V = {shift*1e3:.3f} mV")
print(f"mapping error at 1.20 V = {(mapped[2]-DELTA)*1e3:.3f} mV")
print(f"relative mapping error = {100*(mapped[2]/DELTA-1):.2f} percent")
print(f"scaled shift, no resistance = {scaled[0.0]*1e3:.3f} mV")
print(f"scaled shift, with resistance = {scaled[R_SERIES]*1e3:.3f} mV")
print(f"resistance for cancellation = {r_cancel:.2f} ohm")
print(f"scaled shift at cancellation = {cancel_shift*1e3:.3f} mV")
print(f"true / apparent exponent = {true_exponent:.5f} / {apparent_exponent:.5f}")
print(f"two-bias shift = {d_found*1e3:.3f} mV; c = {c_found:.5f}")
print(f"first-order defect at c, c/10 = {defects[0]:.2e}, {defects[1]:.2e}")
for vg, shift in zip(read_voltages, smooth_shifts):
    print(f"smooth-charge mapped shift at {vg:.2f} V = {shift*1e3:.3f} mV")
print(f"weak-inversion error floor = {weak_error*1e3:.3f} mV")
print(f"smooth-charge two-bias shift = {d_smooth*1e3:.3f} mV; c = {c_smooth:.5f}")
print(f"saturation velocity = {VSAT:.1e} cm/s")
print(f"mapped shift with velocity saturation = {sat_shift*1e3:.3f} mV")
print(f"screening: c at 0.90 V = {c_low:.5f}")
print(f"screening: two-bias shift = {d_screen*1e3:.3f} mV; c = {c_screen:.5f}")
print(f"trap occupancy change = {trap_change*1e3:.3f} mV")
print(f"occupancy: two-bias shift = {d_trap*1e3:.3f} mV; c = {c_trap:.5f}")
print(f"shift if fresh VT is 30 mV too high = {d_vt*1e3:.3f} mV")
print(f"two-bias noise gain = {noise_gain:.3f} (dimensionless)")
print(f"recovery, 5 percent/decade, 1 us to 1 ms = {recovery_loss*1e3:.2f} mV")
print(f"depletion charge density = {depletion_density:.1e} cm-2")
print(f"oxide field = {field/1e6:.2f} MV/cm")
print(f"hole barrier = {barrier:.1f} eV; mass ratio = {mass_ratio:.2f}")
print(f"rough hole tunnelling density = {j_gate:.1e} A/cm2")
print(f"gate density equal to 1 percent of drain loss = {j_one_percent:.2f} A/cm2")
print("no test failed")
```

Running it gives:

```
temperature = 400 K; thermal voltage = 34.47 mV
electrical / physical oxide = 2.4 / 2.0 nm
width / length = 1.0 / 0.1 um
fresh threshold / drain voltage = 0.35 / 0.05 V
gate voltage = 1.20 V; body factor = 1.20
low-field mobility = 80 cm2/Vs; theta = 0.30 1/V
series resistance = 200 ohm
capacitance = 1.439 uF/cm2; gain = 1.151 mA/V2
total attenuation Theta = 0.5302 1/V
true threshold shift = 50.00 mV
total trapped charge density = 4.490e+11 cm-2
interface part = 0.50; density = 2.245e+11 cm-2
scattering coefficient = 1.0e-13 cm2
scattering increase c = 0.02245; kappa = 0.4490 1/V
overdrive before / after = 0.8200 / 0.7700 V
current before / after = 32.891 / 30.973 uA
relative current loss = 5.832 percent
mapped shift at VG 0.60 V = 53.729 mV
mapped shift at VG 0.90 V = 60.317 mV
mapped shift at VG 1.20 V = 66.905 mV
mapping error at 1.20 V = 16.905 mV
relative mapping error = 33.81 percent
scaled shift, no resistance = 54.581 mV
scaled shift, with resistance = 47.819 mV
resistance for cancellation = 129.46 ohm
scaled shift at cancellation = 50.004 mV
true / apparent exponent = 0.16667 / 0.16301
two-bias shift = 49.996 mV; c = 0.02245
first-order defect at c, c/10 = 5.03e-03, 5.11e-04
smooth-charge mapped shift at 0.60 V = 53.660 mV
smooth-charge mapped shift at 0.90 V = 59.227 mV
smooth-charge mapped shift at 1.20 V = 65.314 mV
weak-inversion error floor = 0.919 mV
smooth-charge two-bias shift = 49.685 mV; c = 0.02071
saturation velocity = 8.0e+06 cm/s
mapped shift with velocity saturation = 66.208 mV
screening: c at 0.90 V = 0.02874
screening: two-bias shift = 57.295 mV; c = 0.01276
trap occupancy change = 0.861 mV
occupancy: two-bias shift = 47.780 mV; c = 0.02540
shift if fresh VT is 30 mV too high = 50.670 mV
two-bias noise gain = 3.075 (dimensionless)
recovery, 5 percent/decade, 1 us to 1 ms = 7.50 mV
depletion charge density = 2.5e+12 cm-2
oxide field = 4.58 MV/cm
hole barrier = 4.5 eV; mass ratio = 0.40
rough hole tunnelling density = 2.8e-04 A/cm2
gate density equal to 1 percent of drain loss = 19.18 A/cm2
no test failed
```
